Band-energy error on Brillouin-zone meshes for narrow- and wide-gap model insulators

**Brillouin-zone meshes for 1 meV: a narrow gap against a wide gap**

**Problem**

A model insulator has a simple cubic lattice of constant a. Each cell holds an s orbital of energy +Δ at the corner and three p orbitals of energy −Δ, with p_i at the centre of the bond along axis i. The s orbital hops to the p_i orbitals at ±a/2 with amplitudes ±t. Three bands are filled, each with g = 2 spins, and the Hamiltonian is fixed (no self-consistency). The band energy per cell is averaged on a mesh of N×N×N points, and δ(N) is the mesh value minus the exact zone average.

(a) Express the distance h from the real k axis to the nearest branch point of the band energy through the direct gap Eg and the interband velocity v.

(b) Derive δ(N), and find when the bare estimate N ≈ ln(1 eV/ε)/(ha) predicts the mesh needed for accuracy ε.

(c) Find the meshes for ε = 1 meV per cell with a = 4 Å and ħv = 6 eV Å, for a narrow gap Eg = 0.2 eV and a wide gap Eg = 8 eV. These round parameters describe no particular compound, and a and v are kept equal so that only the gap differs.

**Solution**

*1. Bands, gap and velocity.* Write θ_i = k_i a. The Bloch sum of the two hops is t e^(iθ_i/2) − t e^(−iθ_i/2) = 2it sin(θ_i/2) = w_i. The s orbital couples to one normalized combination of the p orbitals, with strength |w|, where

|w|² = 4t² Σ_i sin²(θ_i/2) = 2t² Σ_i (1 − cos θ_i).

The two orthogonal combinations stay at −Δ. The remaining 2×2 block has diagonal (Δ, −Δ) and off-diagonal |w|, so its eigenvalues are ±E with

E² = Δ² + 2t² Σ_i (1 − cos θ_i).   (1)

The filled bands are −E, −Δ, −Δ, and the gap is smallest at Γ, where Eg = 2Δ. There ∂w_x/∂k_x = i t a, so the interband velocity element has modulus ħv = ta. For small k, 1 − cos θ ≈ θ²/2 gives the two-band form

E² ≈ Δ² + (ħv k)²,

and E ≈ Δ + (ħvk)²/2Δ gives the mass m* = ħ²Eg/[2(ħv)²].

*2. The branch point.* E is the square root of an entire function of k, so it is analytic except where E² = 0, which is where the filled band −E meets the empty band +E. A meeting of two filled bands would not matter, because a circuit around it exchanges two terms of the sum over filled bands and leaves the sum unchanged. Setting k = ih₀ in the two-band form gives

h₀ = Δ/ħv = Eg/(2ħv).   (2)

On the lattice, put θ_x = iη with θ_y = θ_z = 0. Since 1 − cos iη = −2 sinh²(η/2), the condition E² = 0 reads sinh(η/2) = Δ/2t = h₀a/2, so

η ≡ ha = 2 asinh(h₀a/2), equivalently cosh η = 1 + μ, μ = Δ²/2t².   (3)

The second form follows from cosh η = 1 + 2 sinh²(η/2). No zero of E² lies closer. For θ_i = α_i + iβ_i the real part of E² = 0 reads μ + Σ_i (1 − cos α_i cosh β_i) = 0, which forces Σ_i (cosh β_i − 1) ≥ μ. With r² = Σβ_i², each term of the Taylor series obeys Σβ_i^(2k) ≤ r^(2k), so cosh r − 1 ≥ μ and r ≥ η. For h₀a ≪ 1, η = h₀a − (h₀a)³/24 + …, and (2) suffices. For h₀a ≫ 1, η ≈ 2 ln(h₀a): the distance grows only logarithmically with the gap, and (2) overstates it, because the expansion θ²/2 is being used at |θ| of order one or more.

*3. The mesh error as an aliasing sum.* Expand a periodic function as f(θ) = Σ_n c_n e^(in·θ), with n an integer vector and c_0 the exact average. On the Γ-centred points θ_j = 2πj/N the mean of e^(inθ_j) is a geometric sum, equal to 1 when n is a multiple of N and 0 otherwise. Shifting every point by π/N multiplies the term n = Nm by e^(iπm). The flat bands are averaged exactly, so with c_n the coefficients of E,

δ(N) = −g Σ_(m≠0) σ_m c_(Nm),   (4)

where σ_m = 1 on the centred mesh and (−1)^(m₁+m₂+m₃) on the half-shifted one. The minus sign is that of the filled band −E. The error is set by Fourier coefficients at the lattice vectors R = Na m of the N×N×N supercell.

*4. Exact coefficients.* Write E² = 2t²y with y = μ + Σ(1 − cos θ_i). For ν > 0 the Gamma integral gives y^(−ν) = Γ(ν)^(−1) ∫₀^∞ z^(ν−1) e^(−zy) dz. For the square root, integration by parts gives ∫(1 − e^(−zy)) z^(−3/2) dz = 2y ∫ z^(−1/2) e^(−zy) dz = 2√(πy). The 1 contributes only to c_0, and Γ(−1/2) = −2√π, so for n ≠ 0 the first formula also holds at ν = −1/2. The exponential factorizes over the axes, and the Fourier coefficients of e^(z cos θ) are the modified Bessel functions I_n(z). In d dimensions the coefficients of E^(−2ν) are therefore

c_n = (2t²)^(−ν) Γ(ν)^(−1) ∫₀^∞ dz z^(ν−1) e^(−μz) Π_i e^(−z) I_(n_i)(z), n ≠ 0.   (5)

Three exact facts follow for the energy, ν = −1/2, on the centred mesh. First, I_n(z) = Σ_k (z/2)^(2k+|n|)/[k!(k+|n|)!] is positive and Γ(−1/2) is negative, so every c_n is negative and δ > 0. Second, δ falls with N because I_n falls with n. To see this, set D_n = I_n − I_(n+1) for n ≥ 0. Differentiating e^(z cos θ) gives I_n′ = (I_(n−1) + I_(n+1))/2, hence D_n′ = (D_(n−1) + D_(n+1))/2, with D_(−1) = I_1 − I_0 = −D_0. The functions G_n = e^(z/2) D_n obey G_0′ = G_1/2 and G_n′ = (G_(n−1) + G_n + G_(n+1))/2, and they start from G_0 = 1, G_n = 0, so all their Taylor coefficients are non-negative. Third, the gap enters only through e^(−μz), so at fixed t the error decreases as the gap grows: the gapless model bounds δ(N) from above for every gap.

*5. Narrow gap: the continuum kernel.* For z ≫ 1 the integral e^(−z)I_n(z) = (1/2π)∫ e^(−z(1−cos θ)) e^(−inθ) dθ is confined to small θ, and the Gaussian integral gives (2πz)^(−1/2) e^(−n²/2z). With β = |n|²/2 and p = d/2 − ν, (5) then contains ∫ z^(−p−1) e^(−μz−β/z) dz. Substituting z = √(β/μ) e^u turns the exponent into −x cosh u with x = 2√(μβ) = |n|Δ/t = h₀R, where R = a|n|. With the definition K_p(x) = ∫₀^∞ e^(−x cosh u) cosh(pu) du, the integral equals 2(μ/β)^(p/2) K_p(x). Here (μ/β)^(1/2) = Δ/(t|n|) = h₀a²/R, and a^(2p) (2t²)^(−ν) = a^d 2^(−ν) (ħv)^(−2ν), so

c_n ≈ a^d (ħv)^(−2ν) 2^(1−ν) (h₀/R)^p K_p(h₀R) / [(2π)^(d/2) Γ(ν)].   (6)

The dominant z is about |n|/(h₀a) when x ≫ 1 and of order |n|² when x ≪ 1. The Gaussian integral has its saddle at θ = −in/z, and the dropped term zθ⁴/24 of the exponent is there n⁴/24z³. For x ≪ 1 this is of order 1/|n|², and for x ≫ 1 it is |n|(h₀a)³/24 along an axis, which is |n| times the difference h₀a − η. The step therefore requires |n| ≫ 1, h₀a ≪ 1 and |n|(h₀a)³ ≪ 24.

The role of the branch point is explicit in one dimension. Push the contour of ∫(dk/2π) √(k²+h₀²) e^(ikR) upward around the cut k = iκ, κ > h₀. The root is −i√(κ²−h₀²) on the left side, traversed downward, and +i√(κ²−h₀²) on the right side, traversed upward; with dk = i dκ each side gives −∫√(κ²−h₀²) e^(−κR) dκ. The result, −(1/π)∫_(h₀)^∞ √(κ²−h₀²) e^(−κR) dκ, starts at κ = h₀, which gives the factor e^(−h₀R), and its integrand vanishes there as a square root, which for h₀R ≫ 1 gives the power R^(−3/2) instead of the R^(−1) of an integrand that starts at a finite value. Putting κ = h₀ cosh u and integrating by parts, h₀²∫ sinh²u e^(−x cosh u) du = (h₀²/x)∫ cosh u e^(−x cosh u) du = h₀K₁(x)/R with x = h₀R, so the result equals −h₀K₁(h₀R)/(πR), which is (6) for d = 1, ν = −1/2 without the factor aħv.

For the energy in three dimensions p = 2 and 2^(3/2)/[(2π)^(3/2)(−2√π)] = −1/(2π²), so

δ(N) ≈ [g ħv a³ h₀²/(2π²)] Σ_(m≠0) K₂(h₀R)/R², R = Na|m|.   (7)

Two limits of K_p are needed. For x ≪ 1 and p > 0, large u dominates, and (1/2)∫ e^(pu − x e^u/2) du = (1/2)Γ(p)(2/x)^p, so K₂ ≈ 2/x² and K₁ ≈ 1/x. For x ≫ 1, expand cosh u ≈ 1 + u²/2 + u⁴/24 and cosh pu ≈ 1 + p²u²/2 with Gaussian moments ⟨u²⟩ = 1/x and ⟨u⁴⟩ = 3/x², which gives K_p ≈ √(π/2x) e^(−x) [1 + (4p² − 1)/8x].

When Nη ≪ 1, K₂ ≈ 2/(h₀R)² holds for the shells with |m| ≪ 1/(Nη). The tail of Σ|m|^(−4) beyond radius M is about 4π/M, so the remaining shells carry only a share of order Nη. Up to a relative correction of that order h₀ drops out of (7), and ħv a³/R⁴ = t/(N⁴|m|⁴) gives

δ(N) ≈ g t Z/(π² N⁴), Z = Σ_(m≠0) |m|^(−4) = 16.532.   (8)

A mesh with Nη ≪ 1 does not resolve the gap and sees the cone E = ħv|k|. The correction is not small at moderate Nη: for the narrow gap of part 9 at N = 8 (Nη = 0.53), (8) gives 5.025 eV/8⁴ = 1.23 meV against the mesh value 0.91 meV. The cone tip is a mild singularity occupying little phase space in three dimensions, so the error already falls as N^(−4). By the third fact of part 4, the gapless error, which (8) gives to leading order in 1/N, is the largest error any gap can have at this t.

*6. The exponential asymptote for any gap.* Consider n = (n,0,0). At fixed θ₂, θ₃ write E² = t²(2 cosh η′ − 2 cos θ₁), with cosh η′ = 1 + μ + u and u = (1 − cos θ₂) + (1 − cos θ₃). With q = e^(−η′) and w = e^(iθ₁), multiplying out confirms

2 cosh η′ − 2 cos θ₁ = e^(η′) (1 − qw)(1 − q/w).

Let √(1 − s) = Σ_k b_k s^k, with b_0 = 1 and b_k = −Γ(k − 1/2)/(2√π k!) for k ≥ 1, so that b_k → −1/(2√π k^(3/2)) at large k. The coefficient of wⁿ in √(1 − qw) √(1 − q/w) is Σ_j b_(n+j) q^(n+j) b_j q^j. The sum over j is cut off by q^(2j) at j of order 1/η or 1, whichever is larger; for n well beyond that, b_(n+j) ≈ b_n and the sum is b_n qⁿ √(1 − q²). Since e^(η′/2) √(1 − q²) = √(2 sinh η′), the one-dimensional coefficient is

−t √(2 sinh η′) e^(−nη′)/(2√π n^(3/2)).

It remains to average over θ₂ and θ₃. Differentiating cosh η′ gives η′ ≈ η + u/sinh η, with u ≈ (θ₂² + θ₃²)/2. The factor e^(−nu/sinh η) is a Gaussian of variance sinh η/n in each angle, and (2π)^(−2) × 2π sinh η/n = sinh η/(2πn). This needs n ≫ sinh η, so that the Gaussian is narrow compared with the zone. Using √2/4 = 1/(2√2) and the six vectors (±N,0,0), (0,±N,0), (0,0,±N),

δ(N) → C N^(−5/2) e^(−Nη), C = 6 g t (sinh η)^(3/2)/(2√2 π^(3/2)).   (9)

The other vectors decay faster. Multiples of an axis vector carry e^(−2Nη) or less. For two or more nonzero components, the identity e^(z cosh κ) = Σ_n I_n(z) e^(nκ) with positive terms and I_0 ≥ 1 gives I_n ≤ (e^(z cosh κ) − 1) e^(−nκ). Using it on two axes with 2(cosh κ − 1) = μ leaves a convergent integral in (5) times e^(−2Nκ) or less, and cosh 2κ = 2(1 + μ/2)² − 1 = 1 + 2μ + μ²/2 exceeds cosh η, so 2κ > η. For η ≪ 1, (9) coincides with the large-x limit of the nearest shell of (7) as long as N(h₀a − η) ≈ N(h₀a)³/24 is small.

Setting (9) equal to ε gives

Nη + (5/2) ln N = ln(C/ε).   (10)

Raising e^(Nη) N^(5/2) = C/ε to the power 2/5 and putting Y = 2ηN/5 gives Y e^Y = (2η/5)(C/ε)^(2/5), so N = (5/2η) W[(2η/5)(C/ε)^(2/5)], with W the Lambert function.

Equation (10) answers (b). The bare estimate drops (5/2) ln N, replaces C by 1 eV and, in its two-band form, replaces η by h₀a. Differentiating (10) gives dN/d ln(1/ε) = 1/(η + 5/2N), which tends to 1/η: the bare formula with the exact η gives the asymptotic cost of each further factor e in accuracy. As a value of N it is right only when the true prefactor δ(N) e^(Nη) happens to be near 1 eV, or when ε is so small that ln(1/ε) outweighs both ln C and ln N. The range of (9) and (10) follows from the next order in 1/n. With ⟨u⟩ = sinh η/n and ⟨u²⟩ = 2 sinh²η/n², the term −u² cosh η/(2 sinh³η) in η′ adds coth η/n, the factor √(sinh η′) adds coth η/2n, the term −θ⁴/24 in each angle adds sinh η/4n in total, and the corrections to b_n and to b_(n+j) ≈ b_n add (3/8) coth η/n. The axis coefficient therefore equals its asymptote times 1 + [(15/8) coth η + (1/4) sinh η]/n + …, and (10) needs N much larger than the bracket, which combines Nη ≫ 1, N ≫ 1 and N ≫ sinh η. For small η the bracket is 15/8η, the correction in K₂. It is 28 for the narrow gap and 3.03 for the wide gap, so N ≈ 3 is outside the range of (10) in both cases.

*7. Wide gap at small N.* With A = 3 + μ and S = Σ cos θ_i, (1) reads E = t√(2A) √(1 − S/A), and the series in S/A converges because |S| ≤ 3 < A. Since S is half the sum of the six terms e^(±iθ_i), the Fourier coefficient of S^k at n is 2^(−k) times the number of k-step nearest-neighbour walks from the origin to n. All b_k with k ≥ 1 are negative, so every term adds to δ with the same sign. The shortest walk to (N,0,0) is the single straight one with k = N, and keeping only it gives a lower bound,

δ(N) ≥ 6 g t √(2A) |b_N| (2A)^(−N).   (11)

The next walks to the same point have N + 2 steps and are smaller by a factor of order 1/A² at fixed N, and every other supercell vector needs at least 2N steps, which costs a factor of order A^(−N). The ratio of δ(N) to the bound therefore tends to 1 as Δ/t → ∞. At Eg = 40 eV and N = 3 the mesh error is 1.00059 times the bound.

*8. Common numbers.* t = 6/4 = 1.5 eV, v = 9.1×10⁵ m/s, 6gt = 18 eV, 2√2 π^(3/2) = 15.75 and ln(1 eV/1 meV) = 6.908.

*9. Narrow gap, Eg = 0.2 eV.* Here m* = 0.021 m_e, h₀ = 0.2/12 = 0.01667 Å⁻¹ and h₀a = 0.06667, while (3) gives η = 0.06665, so the two-band estimate of h is accurate and the decay length is 1/h = 60 Å. The bare estimate is 6.908/0.06667 = 103.6. The prefactor is C = 18 × 0.06670^(3/2)/15.75 = 0.0197 eV, and (10) gives N = 3.04, for which Nη is about 0.2, outside the range of (10). The gapless law has coefficient 2 × 1.5 × 16.532/π² = 5.025 eV (an explicit gapless mesh with N = 32 gives N⁴δ = 5.031 eV), so it asks for N = (5.025/0.001)^(1/4) = 8.42; no gap at this t needs more than about N = 9. Explicit meshes give δ(7) = 1.63 meV and δ(8) = 0.91 meV, so N = 8 with Nη = 0.53. The sum (7) gives 0.88 meV at N = 8, which is 3 % below the mesh value, and it selects the same N; at N = 40 and N = 100 it lies 0.3 % below the mesh value. The bare estimate is 13 times too large in N and about 2200 times too large in the number of points.

The local decay rate ln[δ(N)/δ(N+1)] shows which factor is at work. At N = 8 it is 0.519, close to the value 4 ln(9/8) = 0.471 of the power law (8) and far above η. At N = 90 it is 0.099, against η + 5/(2 × 90) = 0.094 from (9), so that even there the exponential supplies only two thirds of the decay. Tighter targets for the narrow gap:

target (eV) | mesh | sum (7) | eq. (10) | bare
10⁻³ | 8 | 8 | 3.0 | 103.6
10⁻⁶ | 33 | 33 | 26.1 | 207.2
10⁻⁹ | 90 | 89 | 85.2 | 310.8

Equation (10) approaches the mesh result from below, as expected from the positive terms it omits, the correction 15/8x in K₂ and the farther shells. The bare estimate is still more than three times too large at 10⁻⁹ eV.

*10. Wide gap, Eg = 8 eV.* Here m* = 0.85 m_e, h₀ = 8/12 = 0.667 Å⁻¹ and h₀a = 2.667. Equation (3) has sinh(η/2) = 4/3, that is e^(η/2) = 3, so η = 2.197, h = 0.549 Å⁻¹ and 1/h = 1.8 Å; the two-band value is 21 % above the exact h. The bare estimate is 6.908/2.667 = 2.59, which rounds up to 3. With sinh η = 4.444, C = 18 × 4.444^(3/2)/15.75 = 10.71 eV, and (10) gives 2.98, again 3. The bound (11) shows that 3 is not enough. With 2A = 6 + 16/2.25 = 13.111, |b₃| = 1/16 and |b₄| = 5/128,

δ(3) ≥ 18 × √13.111 × (1/16)/13.111³ = 1.81 meV,

δ(4) ≥ 18 × √13.111 × (5/128)/13.111⁴ = 0.086 meV.

The meshes give δ(3) = 2.06 meV and δ(4) = 0.108 meV, so N = 4. The asymptote (9) gives 0.94 meV at N = 3, less than half the mesh value, because N = 3 is not large against the bracket (15/8) coth η + (1/4) sinh η = 1.92 + 1.11 = 3.03 of part 6. The ratio of the exact axis coefficient (5) to the asymptote is 2.17 at n = 3, 1.066 at n = 50 and 1.032 at n = 100, an excess that halves when n doubles. The rate itself is the lattice value: between N = 8 and 9 the meshes give 2.25 after the factor N^(−5/2) is removed, near η = 2.197 and far from h₀a = 2.667. The bare formula with η in place of h₀a gives 3.14 and rounds up to the correct 4. It succeeds because the true prefactor at N = 3, namely 2.06 meV × 9³ = 1.5 eV, is close to the assumed 1 eV.

*11. Shifted mesh, dimension and quantity.* On the half-shifted mesh the six nearest vectors in (4) change sign. For the wide gap they dominate, so δ(4) = −0.107 meV mirrors the centred value and nothing is gained. For the narrow gap many shells contribute, with alternating signs, and δ(7) = −0.53 meV replaces 1.63 meV, so N = 7 suffices. This error is a sum of terms of both signs, so the proof of monotonic fall in part 4 does not carry over, although the narrow-gap meshes from N = 2 to 59 give a negative error of steadily falling modulus, and the quoted N is the smallest beyond which |δ| stays below the target over the range computed.

For a chain, d = 1 and p = 1, and K₁ ≈ 1/x gives δ ≈ (g t/πN²) Σ_(m≠0) m^(−2) = πgt/(3N²) for Nη ≪ 1. This power law is slower, and its gapless value for 1 meV is √(3.14/0.001) = 56.05, that is a mesh of N = 57, so the gap matters before the target is reached. The mesh result for the narrow gap is N = 27.

A quantity weighted toward the gap behaves differently. In a two-band picture a static interband response contains a squared position matrix element, which is a velocity element divided by the excitation energy 2E, over one more energy denominator 2E; with the velocity element taken constant its weight is E^(−3). This weight is a scalar stand-in, not the full response of the four-band model, in which the flat bands at −Δ also couple to +E, at excitation energy E + Δ, and the velocity elements vary with k. The full sum of |v_x|²/(excitation energy)³ over the three filled bands needs N = 93 for the narrow gap and N = 5 for the wide gap at relative accuracy 10⁻³. The numbers below and in part 12 refer to the stand-in E^(−3). For ν = 3/2 and d = 3, p = 0 and 2^(−1/2)/[(2π)^(3/2) √π/2] = 1/(2π²), so c_n ≈ K₀(h₀R)/(2π²t³). K₀ carries no inverse power of R steeper than R^(−1/2). For the narrow gap the exact mean is 0.06696 eV⁻³, and the nearest shell gives an error relative to the mean of

6 K₀(x)/(2π² × 1.5³ × 0.06696) = 1.35 K₀(x) ≈ 1.35 √(π/2x) e^(−x), x = Nh₀a.

Near x = 6.6 the prefactor of e^(−x) is 0.66, of order one, so the bare estimate read as a relative accuracy of 10⁻³ should nearly hold. The meshes give N = 99 (x = 6.6) against 103.6.

*12. Results.*

quantity | Eg = 0.2 eV | Eg = 8 eV
h₀a | 0.0667 | 2.667
η = ha | 0.0667 | 2.197
C (eV) | 0.0197 | 10.71
bare N | 103.6 | 2.59
N from (10) | 3.04 | 2.98
N, energy, centred | 8 | 4
N, energy, shifted | 7 | 4
N, energy, chain | 27 | 4
N, E⁻³ to relative 10⁻³ | 99 | 4

The bare estimates stand in the ratio 40 of the gaps. The meshes for 1 meV in the three-dimensional band energy stand in the ratio 2, and those for the gap-weighted quantity in the ratio 99/4. The numerical check tests the bands, the velocity, the curvature and the branch point against the 4×4 matrix, (4) with (5) and the laws (7) and (8) against explicit meshes, the prefactor of (9) against (5), and (11) against meshes.

*13. Range of validity.* On another lattice with one isotropic valley, (7) holds with a³ replaced by the cell volume and R running over the supercell vectors, so the exponent contains the shortest lattice vector b in place of a. A face-centred cubic model dispersion E² = Δ² + t² Σ(1 − cos k·R), summed over six inequivalent neighbours of length b, has the small-k form Δ² + (tbk)², because cubic symmetry gives Σ(k·R)² = 6k²b²/3. For h₀b = 0.25 and N = 24 its mesh error is 2.45×10⁻⁷ eV and the K₂ sum is 2.42×10⁻⁷ eV. An anisotropic velocity makes h depend on direction, with the largest velocity giving the smallest h. A valley at k₀ ≠ 0 multiplies each term of (4) by the phase e^(−ik₀·R), so δ need not keep its sign or fall monotonically. In a many-band crystal the nearest meeting of a filled and an empty band need not lie above the smallest direct gap, since h₀ depends on the ratio of gap to velocity. A self-consistent potential changes with the mesh, which the fixed Hamiltonian ignores. In a metal with sharp, zero-temperature occupation the integrand is not analytic on the real k axis, and no exponential regime exists.

Table of computed values

```
a = 4.0 A, hbar v = 6.0 eV A, t = 1.5 eV, g = 2, target = 1.0 meV
v = 9.116e+05 m/s, ln(1 eV/target) = 6.9078
[narrow] Eg = 0.2 eV, m*/m_e = 0.0212, mu = 0.00222
  h0 = 0.01667 1/A, h = 0.01666 1/A, 1/h = 60.011 A
  h0 a = 0.06667, eta = 0.06665, sinh eta = 0.06670, C = 0.01969 eV
  exact mean E = 3.582920 eV, mean E^-3 = 0.06696 eV^-3
  bare N = 103.62 (with eta 103.64), Lambert N = 3.04
  exact N 3D centred = 8 (512 points), N eta = 0.533
  delta(7) = 1.6301 meV, delta(8) = 0.9080 meV
  exact N 3D shifted = 7, delta = -0.5338 meV
  exact N 1D chain = 27; N for E^-3 to relative 1e-3 = 99
[wide] Eg = 8.0 eV, m*/m_e = 0.8467, mu = 3.55556
  h0 = 0.66667 1/A, h = 0.54931 1/A, 1/h = 1.820 A
  h0 a = 2.66667, eta = 2.19722, sinh eta = 4.44444, C = 10.70851 eV
  exact mean E = 5.407002 eV, mean E^-3 = 0.00670 eV^-3
  bare N = 2.59 (with eta 3.14), Lambert N = 2.98
  exact N 3D centred = 4 (64 points), N eta = 8.789
  delta(3) = 2.0609 meV, delta(4) = 0.1076 meV
  exact N 3D shifted = 4, delta = -0.1071 meV
  exact N 1D chain = 4; N for E^-3 to relative 1e-3 = 4
narrow N = 8: mesh 9.0803e-04 eV, K2 sum 8.8230e-04 eV
narrow N = 40: mesh 3.2097e-07 eV, K2 sum 3.1986e-07 eV
narrow N = 100: mesh 3.4307e-10 eV, K2 sum 3.4210e-10 eV
narrow target 1e-03 eV: N mesh 8, K2 8, Lambert 3.0, bare 103.6
narrow target 1e-06 eV: N mesh 33, K2 33, Lambert 26.1, bare 207.2
narrow target 1e-09 eV: N mesh 90, K2 89, Lambert 85.2, bare 310.8
narrow bare N / exact N = 13.0, point ratio = 2173
narrow local rate ln(delta_N/delta_N+1): N=8 0.5194, N=90 0.0990
Z = 16.532, g t Z/pi^2 = 5.0252 eV, mesh N^4 delta (gapless, N=32) = 5.0313 eV
gapless N for target = 8.42
wide mesh rate N=8->9 after removing N^-5/2 = 2.2503
wide exact/asymptote: n=3 2.1707, n=50 1.0657, n=100 1.0315
wide 2A = 13.1111, ln 2A = 2.5735
wide N = 3: mesh 2.0609 meV, hopping bound 1.8074 meV, asymptote 0.9423 meV
wide N = 4: mesh 0.1076 meV, hopping bound 0.0862 meV, asymptote 0.0510 meV
mesh/bound at Eg = 40 eV, N = 3: 1.00059
narrow/wide ratio of N: bare 40.0, exact 2.00
fcc, h b = 0.25, N = 24: mesh 2.4534e-07 eV, K2 sum 2.4204e-07 eV
```
